Maximum Electron Probe Current Limited by Brightness and Spherical Aberration

**1. What scaling alone fixes**

An electron probe of diameter d is focused on a specimen. The gun supplies a brightness B, which is current per unit area normal to the ray per steradian, taken at the final beam energy. The objective lens has a spherical aberration coefficient Cs, a length defined on the specimen side. The beam converges with half-angle a. Both a and the demagnification of the source may be chosen freely, and the largest current I_max in a probe of given d is sought.

The angles are small, so angle can be given its own unit Θ beside length L. This is legitimate because small-angle optics keeps its form when all slopes are multiplied by one factor, provided the coefficients are rescaled to match. Brightness then has the unit current/(L² Θ²). A ray of slope t misses its focus by Cs t³, which is a length, so Cs has the unit L/Θ³.

If B, d and Cs are the only quantities that matter, the answer must be

I_max = K B d^x Cs^y,

with K a pure number. B appears to the first power because nothing else contains current. Matching the powers of Θ and then of L gives

Θ: 0 = −2 − 3y, so y = −2/3

L: 0 = −2 + x + y, so x = 2 + 2/3 = 8/3.

The exponents therefore rest on three facts: brightness limits the current, the aberration is cubic, and no other blur matters. The number K depends on how two blurs are combined into one diameter.

**2. Simple case: a lens without aberration**

Follow rays along the axis z through static fields. With z as the independent variable, the transverse motion is Hamiltonian with H = −p_z:

dx/dz = ∂H/∂p_x, dp_x/dz = −∂H/∂x,

and likewise for y. The divergence of this flow in the space (x, y, p_x, p_y) is

∂²H/∂x∂p_x − ∂²H/∂p_x∂x + (the same for y) = 0.

Phase-space volume is thus conserved. In a magnetic field the momenta are canonical. They differ from the mechanical ones by a function of position, and such a shift leaves the volume unchanged. Rays that are not intercepted also carry their current with them, so the density

f = dI/(dx dy dp_x dp_y)

is constant along a ray. To connect f with brightness, write p_x = p sin θ cos φ and p_y = p sin θ sin φ. The Jacobian gives

dp_x dp_y = p² sin θ cos θ dθ dφ = p² cos θ dΩ.

Since B = dI/(dx dy cos θ dΩ), it follows that B = f p². The conserved quantity is B/p², and B itself is conserved between places of equal beam energy.

Test on an accelerating lens. In scaled units with unit mass, let the kinetic energy be 1 + 0.8z + 0.3 sin(2z) I₀(2r), where I₀ is the modified Bessel function, and trace rays from z = 0 to z = π. Around the ray that starts at x = 0.20, y = −0.10, p_x = 0.10, p_y = 0.05, the phase-space determinant is 1.0000000. With direction sines in place of momenta it is 0.284635, equal to the ratio of initial to final kinetic energy, as B/p² = constant requires.

Now let B be uniform over a source image of diameter dg and over the cone of half-angle a. The cone contributes

∫ cos θ dΩ = 2π ∫₀^a sin θ cos θ dθ = π sin² a ≈ π a².

At the angle of the example below, 17.1 mrad, the last step is wrong by about 1 part in 10⁴ of π a². The current is

I = B (π dg²/4)(π a²) = (π²/4) B dg² a².  (1)

Limit: with no aberration, dg = d, and the current grows as a² for as long as the small-angle form holds. Opening the aperture always pays, so a finite best angle has to come from the lens errors.

**3. Adding spherical aberration**

Consider rays that aim at one point on the axis. By axial symmetry, reversing the slope t reverses the landing error, so the error is odd in t. Its linear part is a change of focus, and the first true error is cubic. Marginal rays cross the axis a distance Cs t² before the paraxial focus. In a plane a distance z before that focus, the offset is therefore

r(t) = Cs t³ − z t.

The cubic law can be tested in the lens of section 2. Rays leave the axis with p_x = 0.01, 0.02 and 0.04. If x/p_x = A + C p_x², the two successive differences of x/p_x stand in the ratio (16 − 4)/(4 − 1) = 4. The traced value is 4.0004. This confirms only that the first nonlinear term allowed by axial symmetry is cubic. The rays do not return to the axis before z = π, so this plane holds no image and C is not an aberration coefficient. A field-free drift, with x/p_x = π/√(2 − p_x²), gives 4.002 in the same way.

The specimen is placed where the largest |r| is smallest. Inside the cone, |r| has a local maximum where 3Cs t² = z:

t₀ = √(z/(3Cs)), |r(t₀)| = t₀ (z − Cs t₀²) = (2z/3) √(z/(3Cs)).

This grows with z. The edge value Cs a³ − z a falls with z as long as z < Cs a². The best plane is where they are equal. With z = ζ Cs a²,

(2ζ/3) √(ζ/3) = 1 − ζ.

The solution is ζ = 3/4, for which both sides are 1/4. The disc of least confusion has radius Cs a³/4 and diameter

ds = Cs a³/2.  (2)

A direct numerical search over planes gives a diameter of 0.50000 Cs a³ at z = 0.7500 Cs a². In the paraxial plane, z = 0, the diameter would be 2Cs a³, four times larger.

The aberration does not lower the brightness. It shifts each ray by an amount that depends on its slope, which shears the occupied phase space and preserves its volume. Equation (1) therefore still holds, with dg the diameter of the unaberrated image.

**4. What addition in quadrature means**

The rule to be used is

d² = dg² + ds².  (3)

Let a ray land at s + δ, where s is its point in the unaberrated image and δ its aberration offset. If s and the slope are independent and δ averages to zero around the cone, the cross term vanishes:

⟨|s + δ|²⟩ = ⟨|s|²⟩ + ⟨|δ|²⟩.

A uniform disc of diameter D has ⟨r²⟩ = D²/8. Defining an rms-equivalent diameter as √(8⟨r²⟩) makes quadrature exact for these independent offsets. For a uniformly filled cone the weight of slope t is 2t dt/a², so ⟨t²⟩ = a²/2, ⟨t⁴⟩ = a⁴/3, ⟨t⁶⟩ = a⁶/4, and

⟨δ²⟩ = Cs² a⁶/4 − (2/3) Cs z a⁴ + z² a²/2.

The minimum lies at z = (2/3) Cs a², where

⟨δ²⟩ = Cs² a⁶ (1/4 − 4/9 + 2/9) = Cs² a⁶/36.

The rms-equivalent aberration diameter is (√8/6) Cs a³ = 0.471 Cs a³. Equation (2) has 0.5 instead, so (3) with the disc of least confusion is a close approximation to a rule that holds for mean squares.

**5. The best angle**

From (3) and (2), dg² = d² − Cs² a⁶/4. Put this into (1):

I(a) = (π² B/4)(a² d² − Cs² a⁸/4).  (4)

Here d is held fixed, and the source image is readjusted for each a. The current vanishes at a = 0, and again at a = (2d/Cs)^(1/3), where aberration alone fills the probe. Between these it is positive. Its derivative is

dI/da = (π² B/4)(2a d² − 2Cs² a⁷).

The one zero inside the range is the maximum:

a⁶ = d²/Cs², so a = (d/Cs)^(1/3).  (5)

At this angle Cs a³ = d, hence ds = d/2 and dg = (√3/2) d. Also Cs² a⁸ = d² a², so the bracket in (4) becomes (3/4) d² a², and

I_max = (3π²/16) B d² (d/Cs)^(2/3)

**I_max = (3π²/16) B d^(8/3) Cs^(−2/3).**  (6)

Apart from pure numbers, the factor d² is the area of the source image, and the remaining d^(2/3) Cs^(−2/3) is the solid angle that the aberration permits. Numerical maximization of (4), with d and then Cs raised tenfold from the values of section 7, gives the exponents 2.666667 and −0.666667.

The sharpness of the maximum follows by setting a = u (d/Cs)^(1/3) in (4):

I/I_max = (4u² − u⁸)/3.

For small u this is 4u²/3, which is the quadratic growth of the perfect lens expressed in units of I_max. An aperture 20 % too small gives 0.80 of the maximum, and one 20 % too large gives 0.49. At fixed d, an oversized aperture is the more costly error.

Since I_max rises steadily with d, inverting (6) gives the smallest probe that carries a required current:

d_min = [16 I/(3π² B)]^(3/8) Cs^(1/4).  (7)

At fixed B and Cs, doubling the current enlarges the probe by 2^(3/8) = 1.30. Halving Cs at fixed B and I shrinks it by 16 %, while at fixed B and d it raises the current by 2^(2/3) = 1.59.

**6. Changing the blur rule**

Let ds = k Cs a³ with any constant k. Repeating the steps above replaces Cs by 2k Cs, so the current is multiplied by (2k)^(−2/3). For the rms value k = 0.471 this factor is 1.04.

A harsher rule adds the diameters directly, d = dg + ds. Then

I = (π² B/4) a² (d − Cs a³/2)².

Setting the derivative of ln I to zero gives

2/a = 3Cs a²/(d − ds), so d − ds = (3/2) Cs a³ = 3ds.

Hence ds = d/4, dg = 3d/4, a³ = d/(2Cs), and

I = (π² B/4)(9/16) d² [d/(2Cs)]^(2/3).

Relative to (6) this is (3/4) · 2^(−2/3) = 0.47, and the numerical optimum gives 0.4725. The exponents are unchanged, as section 1 demands. The prefactor should not be trusted without the definition of d that goes with it.

**7. A 100 nm probe at 20 kV**

Take a tungsten-hairpin microscope with B = 5×10⁴ A/(cm² sr), Cs = 20 mm and d = 100 nm. The ratio d/Cs is 5×10⁻⁶, so

a = (5×10⁻⁶)^(1/3) = 17.1 mrad.

The source image is 86.6 nm wide and the aberration disc 50.0 nm. In nanometres B = 5×10⁻¹⁰ A/(nm² sr), and

I_max = 1.851 × 5×10⁻¹⁰ × 10⁴ × (5×10⁻⁶)^(2/3) A = 2.71 nA.

For 1 nA, equation (7) gives an ideal probe of 68.9 nm. With the chromatic and diffraction terms of section 8 it is 70.5 nm.

The quadrature rule can be tested on this probe. Sampling 400,000 rays with independent source points and slopes gives an rms-equivalent diameter of 98.55 nm at the best plane, against 98.60 nm from the rule of section 4. About 89 % of the current falls inside a disc of diameter 100 nm, so d is not a boundary that encloses the whole beam.

**8. The blurs left out**

*Diffraction.* Let it add a diameter 1.22λ/a, that of the first dark ring, in quadrature. This is a convention only: the mean square radius of the diffraction pattern of a sharp aperture diverges, so the argument of section 4 does not cover this term. Equation (4) then loses

(π² B/4) a² (1.22λ/a)² = (π² B/4)(1.22λ)²,

which does not depend on a. In this estimate the best angle stays put and the current drops by a fixed amount. With λ = 8.59 pm the drop is 0.135 pA, or 0.005 % of the current at 100 nm. Because I_max falls as d^(8/3), the same loss reaches 10 % of the ideal current at d = 5.8 nm. With the chromatic blur treated next, which dominates at such sizes, the current is smaller and the diffraction loss reaches 10 % of it already at about 8 nm. Near and below that size, neglect of diffraction fails for this lens and gun, and a wave calculation is needed.

*Energy spread.* A full spread ΔE distributes the focal positions over a range of about Cc ΔE/E, where Cc is the chromatic coefficient. With the specimen midway in this range, an edge ray misses by at most a times half the range, so the blur has the diameter dc = Cc a ΔE/E. With Cc = 10 mm and ΔE = 2 eV,

dc = 10 mm × 0.0171 × 10⁻⁴ = 17.1 nm.

In quadrature it subtracts a term proportional to a⁴ from (4), which moves the best angle down, from 17.10 to 16.93 mrad with both blurs included. To first order the relative loss is dc²/(3d²/4) = 3.9 %, and the re-optimized value is 3.8 %.

Since dc/d varies as a/d, hence as d^(−2/3), this loss grows, to first order, as d^(−4/3) toward small probes. It reaches 10 % at 47 nm, long before diffraction matters. At 20 nm the ideal 0.0370 nA falls to 0.0265 nA, a loss of 28 %, where the first-order law would give 33 %. The current then rises with d somewhat faster than (6) says: near 100 nm the local exponent is 8/3 + (4/3)(0.039) ≈ 2.72, and the numerical value is 2.719. Near 20 nm the exponent has risen to about 3.1. These figures depend on the convention, because dc is an edge-to-edge diameter. For a flat energy distribution of full width ΔE, the defocus range L = Cc ΔE/E gives ⟨δ²⟩ = (L²/12)(a²/2), an rms-equivalent diameter of dc/√3 = 0.577 dc. With rms-equivalent diameters throughout, the loss at 100 nm is 1.3 % and reaches 10 % at 21 nm. For a Gaussian distribution whose full width at half maximum is ΔE, the values are 0.85 dc, 2.9 % and 38 nm. In general the rms-equivalent diameter is (2σ_E/ΔE) dc, with σ_E the standard deviation of the energy, so the shape of the distribution can also raise the loss. A skewed distribution ε exp(−ε/k_B T) in the emission energy ε, with the same full width at half maximum, has σ_E = 0.578 ΔE and gives 1.16 dc, 5.3 % and 61 nm.

*Electron repulsion.* Treat the converging beam as a smooth, uniformly charged cone. At radius r the edge field is I/(2πε₀ r v), with v the electron speed. Over a path dz it bends an edge ray by eI dz/(2πε₀ r p v²). At distance z from the focus r = az, and the bend moves the landing point by z times itself. Over a working distance W the shift is

eIW/(2πε₀ a p v²) ≈ 0.01 nm for W = 10 mm.

The magnetic attraction within the beam, left out here, would lower this by the fraction v²/c², about 7 %. Inside the uniform cone the field grows linearly with radius, so the shift is proportional to the slope of the ray. It is a change of focus, which refocusing removes, and not a blur.

The mean spacing of electrons is 4.8 mm, so only about two are in this space at once and the smooth cone gives no more than an average size. Random encounters, and the upper column where the current is larger before the apertures, are not covered.

**9. How the model sits beside a real microscope**

The values of B, Cs, Cc and ΔE are rough typical ones for a tungsten-hairpin instrument, and Cs and Cc vary with lens design and working distance. The assumption of uniform brightness is one that a thermal gun breaks. At a cathode of current density J and temperature T, emitted electrons have a Gaussian transverse momentum distribution, with peak phase-space density J/(2π m k_B T). Multiplying by p² = 2m eV*, with V* = V(1 + eV/(2mc²)), gives the axial limit

B_axis = J eV*/(π k_B T).

For J = 3 A/cm² and T = 2800 K at 20 kV this is 8.1×10⁴ A/(cm² sr), above the value used. If the source image is Gaussian with standard deviation σ in each direction, its current corresponds to the peak brightness over an area 2πσ². The uniform disc of equal rms size has diameter 4σ and area 4πσ², so its mean brightness is half the peak, 4.0×10⁴ A/(cm² sr). With that figure the current at 100 nm becomes 2.2 nA, about 19 % below the 2.7 nA found above. A gun that does not reach the thermal limit gives less.

Equation (6) serves as a design rule when B and Cs are held fixed, the condensers can set the source image freely without adding blur, d is large enough for chromatic blur and diffraction to be small, and the current is low enough for electron interactions to be neglected. The chromatic condition tightens quickly at low voltage, since dc varies as 1/E. At 5 kV with the same Cs, Cc and ΔE, the loss at 100 nm is 45 %, and it falls to 10 % only near 380 nm. The condition on the current is not settled here for large probes: at 500 nm about 150 electrons are within the working distance at once. Changing the beam voltage changes B as p² even for an unchanged cathode limit, so currents at different voltages cannot be compared through d and Cs alone. The numerical output lists the ideal and corrected currents from 20 to 500 nm.

Values computed for the example and the checks

```
INPUTS (rough typical values, tungsten-hairpin SEM)
beam voltage                          20 kV
brightness B                          5.0e+04 A/(cm^2 sr)
Cs, Cc                                20, 10 mm
energy spread                         2.0 eV
working distance                      10 mm
probe diameter d                      100 nm
cathode J, T                          3 A/cm^2, 2800 K
thermal limit of axial brightness     8.07e+04 A/(cm^2 sr)
TESTS OF THE STEPS
phase-space determinant, traced rays  1.0000000
position-direction determinant        0.284635
energy ratio in/out                   0.284635
cubic-law ratio (4 expected)          4.0004
least-confusion diameter/(Cs a^3)     0.50000
its plane/(Cs a^2)                    0.7500
relative error of pi a^2              9.7e-05
exponent of d, numerical optimum      2.666667
exponent of Cs, numerical optimum     -0.666667
linear sum: exponents of d, Cs        2.666667, -0.666667
linear sum: current/quadrature value  0.4725
OPTIMUM PROBE
prefactor 3 pi^2/16                   1.8506
best half-angle                       17.10 mrad
source image dg                       86.6 nm
aberration disc ds                    50.0 nm
maximum current, numerical            2.706 nA
maximum current, formula              2.706 nA
smallest probe for 1 nA               68.9 nm
rms-equivalent diameter, sampled      98.55 nm
rms-equivalent diameter, rule         98.60 nm
current inside diameter d, sampled    89.3 %
NEGLECTED EFFECTS
electron wavelength                   8.59 pm
diffraction diameter at best angle    0.61 nm
chromatic diameter at best angle      17.1 nm
current lost to diffraction           0.135 pA
relative loss, diffraction only       0.0050 %
relative loss, chromatic only         3.82 %
current with both                     2.602 nA
best half-angle with both             16.93 mrad
local exponent of d with both         2.719
d for 10 % loss by diffraction        5.8 nm
d for 10 % loss by chromatic blur     47.4 nm
smooth space-charge shift, edge ray   0.0089 nm
mean distance between electrons       4.8 mm
d (nm) | I_max ideal (nA) | with chromatic and diffraction (nA)
   20  |     0.0370 |     0.0265
   50  |     0.4261 |     0.3861
  100  |     2.7055 |     2.6019
  200  |    17.1790 |    16.9151
  500  |   197.7748 |   196.8749
```
